\section*{Symmetry of the RPA response: stars, nonsymmorphic phases and little groups, part 1}

(Sections cited here and not found follow in the second part.)

\section{From crystal symmetry to the star of a wave vector}

\textbf{Q:} You want to compute the response of a crystal at one wave vector and obtain it at all symmetry-related ones. Which response do you mean, and what do you assume?

\textbf{A:} I mean the density response of independent electrons, $\delta n(\mathbf r)=\int\chi_0(\mathbf r,\mathbf r',z)\,\delta V(\mathbf r')\,d\mathbf r'$, to a potential energy with time factor $e^{-izt}$. I use atomic units. The crystal is closed-shell, without spin-orbit coupling, so each orbital $\psi_i$ with energy $\varepsilon_i$ and occupation $f_i$ counts twice.

The first-order density matrix follows from $i\,\partial_t\rho=[H,\rho]$. Its element between orbitals $j$ and $i$ obeys
\begin{equation}
z\,\delta\rho_{ji}=(\varepsilon_j-\varepsilon_i)\,\delta\rho_{ji}+(f_i-f_j)\,\delta V_{ji},
\end{equation}
because $[\delta V,\rho_0]_{ji}=\delta V_{ji}f_i-f_j\delta V_{ji}$. I solve for $\delta\rho_{ji}$ and insert it in $\delta n(\mathbf r)=2\sum_{ij}\delta\rho_{ji}\psi_j(\mathbf r)\psi_i^*(\mathbf r)$. This gives
\begin{equation}
\chi_0(\mathbf r,\mathbf r',z)=2\sum_{ij}\frac{f_i-f_j}{z+\varepsilon_i-\varepsilon_j}\,
\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\psi_j^*(\mathbf r')\psi_i(\mathbf r').
\label{eq:sos}
\end{equation}
Occupations depend on energy alone, so terms with $\varepsilon_i=\varepsilon_j$ vanish when $z\neq0$. At $z=0$ I require a gap.

\textbf{Q:} The orbitals of a degenerate level are arbitrary. How can such a sum inherit the symmetry of the crystal?

\textbf{A:} The arbitrariness drops out. Collect the orbitals of each level $a$ in the projector $P_a(\mathbf r,\mathbf r')=\sum_{i\in a}\psi_i(\mathbf r)\psi_i^*(\mathbf r')$, which does not depend on the choice of orbitals within the level. Then
\begin{equation}
\chi_0(\mathbf r,\mathbf r',z)=2\sum_{ab}\frac{f_a-f_b}{z+\varepsilon_a-\varepsilon_b}\,P_a(\mathbf r',\mathbf r)\,P_b(\mathbf r,\mathbf r').
\label{eq:proj}
\end{equation}
A space-group operation $g=\{S|\mathbf t\}$ acts as $g\mathbf r=S\mathbf r+\mathbf t$, with $S$ orthogonal. If $H$ commutes with $g$, the moved orbitals $\psi_i(g^{-1}\mathbf r)$ span the same level, hence $P_a(g\mathbf r,g\mathbf r')=P_a(\mathbf r,\mathbf r')$. Every term of \eqref{eq:proj} then gives
\begin{equation}
\chi_0(g\mathbf r,g\mathbf r',z)=\chi_0(\mathbf r,\mathbf r',z).
\label{eq:inv}
\end{equation}
In a truncated calculation, this requires that no degenerate set be cut in two and that the basis be closed under $g$.

\textbf{Q:} In real space I accept that. Where do the phases come from?

\textbf{A:} From the plane waves. Take a periodic volume $V$ of $N_k$ cells, each of volume $\Omega$. I define
\begin{equation}
\chi_{\mathbf G\mathbf G'}(\mathbf q)=\frac1V\iint_V e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\chi_0(\mathbf r,\mathbf r')\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}\,d\mathbf r\,d\mathbf r' ,
\label{eq:def}
\end{equation}
leaving out the argument $z$ where it plays no part. Lattice translations are among the operations in \eqref{eq:inv}, so two plane waves couple only if their wave vectors differ by a reciprocal lattice vector. The elements \eqref{eq:def} therefore hold all of $\chi_0$.

Now write the definition at the rotated vectors and substitute $\mathbf x=S\mathbf r+\mathbf t$, $\mathbf x'=S\mathbf r'+\mathbf t$:
\begin{align}
\chi_{S\mathbf G,S\mathbf G'}(S\mathbf q)
&=\frac1V\iint e^{-iS(\mathbf q+\mathbf G)\cdot\mathbf x}\,\chi_0(\mathbf x,\mathbf x')\,e^{iS(\mathbf q+\mathbf G')\cdot\mathbf x'}\,d\mathbf x\,d\mathbf x'\nonumber\\
&=e^{-iS(\mathbf q+\mathbf G)\cdot\mathbf t}\,e^{iS(\mathbf q+\mathbf G')\cdot\mathbf t}\,\chi_{\mathbf G\mathbf G'}(\mathbf q)\nonumber\\
&=e^{-iS(\mathbf G-\mathbf G')\cdot\mathbf t}\,\chi_{\mathbf G\mathbf G'}(\mathbf q).
\label{eq:phase}
\end{align}
The second line uses $|\det S|=1$, the invariance \eqref{eq:inv}, and $S\mathbf u\cdot S\mathbf r=\mathbf u\cdot\mathbf r$. The volume $V$ must be mapped onto itself, which means that the mesh of wave vectors is invariant under $S$.

Physically, a density wave moved by $\mathbf t$ acquires a phase. The response and the perturbation are moved together, so the part containing $\mathbf q$ cancels and the difference $\mathbf G-\mathbf G'$ remains. Diagonal elements carry no phase.

\textbf{Q:} The translation $\mathbf t$ is not unique. I may add a lattice vector, or move the origin. Is the phase real physics?

\textbf{A:} Adding a lattice vector $\mathbf R$ multiplies \eqref{eq:phase} by $e^{-iS(\mathbf G-\mathbf G')\cdot\mathbf R}=1$, since $S(\mathbf G-\mathbf G')$ is a reciprocal lattice vector. Moving the origin to $\mathbf s$ does change the translation. With $\mathbf r=\mathbf y+\mathbf s$, the operation reads
\begin{equation}
\mathbf y\;\to\;S(\mathbf y+\mathbf s)+\mathbf t-\mathbf s=S\mathbf y+\mathbf t+(S-1)\mathbf s .
\end{equation}
For a rotation about $z$, the vector $(S-1)\mathbf s$ has no $z$ component. A translation along the axis by a fraction of the cell therefore survives every choice of origin. If no lattice vector has the same component along the axis, adding lattice vectors cannot remove it either. The operation is then an essential screw, and the group is nonsymmorphic. A glide plane is similar: $(S-1)\mathbf s$ is then normal to the plane and cannot remove a translation within it.

\textbf{Q:} My wave vectors live on a mesh in one cell of reciprocal space. $S\mathbf q$ may fall outside.

\textbf{A:} Then write $S\mathbf q=\mathbf q'+\mathbf G_0$ with $\mathbf q'$ on the mesh. The definition \eqref{eq:def} contains $\mathbf q$ and $\mathbf G$ in the sums $\mathbf q+\mathbf G$ and $\mathbf q+\mathbf G'$, so $\chi_{\mathbf G\mathbf G'}(\mathbf q'+\mathbf G_0)=\chi_{\mathbf G+\mathbf G_0,\mathbf G'+\mathbf G_0}(\mathbf q')$. Equation \eqref{eq:phase} becomes
\begin{equation}
\chi_{S\mathbf G+\mathbf G_0,\,S\mathbf G'+\mathbf G_0}(\mathbf q')=e^{-iS(\mathbf G-\mathbf G')\cdot\mathbf t}\,\chi_{\mathbf G\mathbf G'}(\mathbf q).
\label{eq:star}
\end{equation}
It is convenient to collect shift and phase in a matrix $D$:
\begin{equation}
D_{S\mathbf G+\mathbf G_0,\,\mathbf G}=e^{-iS\mathbf G\cdot\mathbf t},\qquad
\chi(\mathbf q')=D\,\chi(\mathbf q)\,D^\dagger ,
\label{eq:D}
\end{equation}
with all other elements of $D$ zero. Each row and each column holds one number of modulus one, so $D$ is unitary.

\textbf{Q:} That holds for an infinite set of $\mathbf G$. I keep a finite one.

\textbf{A:} Keep the vectors with $|\mathbf q+\mathbf G|<K$. Since $\mathbf q'+(S\mathbf G+\mathbf G_0)=S(\mathbf q+\mathbf G)$ has the same length as $\mathbf q+\mathbf G$, the set at $\mathbf q$ is carried onto the set at $\mathbf q'$. A sphere $|\mathbf G|<K$ is not closed when $\mathbf G_0\neq0$, because its centre is moved.

\textbf{Q:} I would like to see numbers in a case where a wrong sign could not hide.

\textbf{A:} A translation by half a cell gives phases $\pm1$, for which the sign in the exponent is invisible. A fourfold screw with $\mathbf t=(0,0,c/4)$ gives powers of $i$. I take a model with a tetragonal cell, $a=4.0$ and $c=6.0$ angstrom. It has four Gaussian wells of height $-70$ eV and four barriers of $10$ eV, all of width $0.7$ angstrom, each set generated from one site by the screw. Eight electrons fill four bands on a $4\times4\times3$ mesh containing $\Gamma$. The cutoffs are 45 eV for the states and 15 eV for $\chi$, and the gap on the mesh is 11.7 eV. This basis is small, and the numbers below belong to it: with a cutoff of 125 eV for the states, the gap rises to 13.8 eV and the sample element below shrinks by about 15\%. The symmetry relations do not depend on the cutoff, because the basis is closed under the screw.

At each of the 48 mesh points, $\chi$ was computed from its own sum over states. At $\mathbf q=0$ the sum was also tested against the change of the density under one small static potential, with a relative difference of $3\times10^{-8}$.

Take $\mathbf q=(\tfrac14,0,\tfrac13)$, $\mathbf G=0$ and $\mathbf G'=(-1,0,-1)$ in reduced units, at the imaginary frequency 18.8 eV. The quarter turn $S$ takes $(x,y,z)$ to $(-y,x,z)$. Hence $S\mathbf q=(0,\tfrac14,\tfrac13)$ and $S\mathbf G'=(0,-1,-1)$, with $\mathbf G_0=0$. Then $S(\mathbf G-\mathbf G')=(0,1,1)$ and the phase is $e^{-2\pi i/4}=-i$. In units of $10^{-6}/(\mathrm{eV}\,\text{\AA}^3)$, the separately computed elements are
\begin{align}
\chi_{\mathbf G\mathbf G'}(\mathbf q)&=-6.0-246.9\,i,\nonumber\\
\chi_{S\mathbf G,S\mathbf G'}(S\mathbf q)&=-246.9+6.0\,i .
\end{align}
Multiplying the first by $-i$ gives $6.0\,i+246.9\,i^2$, which is the second. If the phase is left out for this pair of wave vectors, the largest error in the matrix is 0.48 of its largest element. With the sign reversed it is 0.51. With the correct phase, the error over the whole mesh is at rounding level.

\textbf{Q:} Time reversal should supply $-\mathbf q$ when the rotations do not. Here the screw keeps $q_z$, so you need it.

\textbf{A:} I need a relation between $\mathbf q$ and $-\mathbf q$, but on the imaginary axis one exists without time reversal. Take the complex conjugate of \eqref{eq:sos} and then exchange the names $i$ and $j$:
\begin{align}
\chi_0(\mathbf r,\mathbf r',z)^*
&=2\sum_{ij}\frac{f_i-f_j}{z^*+\varepsilon_i-\varepsilon_j}\,\psi_i(\mathbf r)\psi_j^*(\mathbf r)\psi_j(\mathbf r')\psi_i^*(\mathbf r')\nonumber\\
&=2\sum_{ij}\frac{f_j-f_i}{z^*+\varepsilon_j-\varepsilon_i}\,\psi_i^*(\mathbf r)\psi_j(\mathbf r)\psi_j^*(\mathbf r')\psi_i(\mathbf r')\nonumber\\
&=\chi_0(\mathbf r,\mathbf r',-z^*).
\end{align}
The last step multiplies numerator and denominator by $-1$. For $z=i\omega$ one has $-z^*=i\omega$, so $\chi_0$ is real there. The meaning is simple: the time factor is then $e^{\omega t}$, a real potential growing from zero, and a real potential produces a real density. Conjugating \eqref{eq:def} with a real $\chi_0$ reverses the signs of all wave vectors:
\begin{equation}
\chi_{-\mathbf G,-\mathbf G'}(-\mathbf q,i\omega)=\chi_{\mathbf G\mathbf G'}(\mathbf q,i\omega)^* .
\label{eq:real}
\end{equation}

\textbf{Q:} What, then, does time reversal add?

\textbf{A:} A symmetry between the two positions. If $H$ is real, the conjugated orbitals span the same level, so $P_a(\mathbf r,\mathbf r')=P_a(\mathbf r',\mathbf r)$. Equation \eqref{eq:proj} then gives $\chi_0(\mathbf r,\mathbf r',z)=\chi_0(\mathbf r',\mathbf r,z)$ at any $z$. Therefore
\begin{align}
\chi_{-\mathbf G,-\mathbf G'}(-\mathbf q,z)
&=\frac1V\iint e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\chi_0(\mathbf r',\mathbf r,z)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}d\mathbf r\,d\mathbf r'\nonumber\\
&=\chi_{\mathbf G'\mathbf G}(\mathbf q,z).
\label{eq:tr}
\end{align}
Comparing \eqref{eq:tr} at $z=i\omega$ with \eqref{eq:real} gives $\chi_{\mathbf G'\mathbf G}(\mathbf q,i\omega)=\chi_{\mathbf G\mathbf G'}(\mathbf q,i\omega)^*$: the matrix is Hermitian at each $\mathbf q$.

\textbf{Q:} Show me that these are separate facts.

\textbf{A:} Add to the model the term $\lambda(Vp_z+p_zV)/2$, where $V$ is the crystal potential and $\lambda=0.2$ atomic units. It has the form of a coupling linear in a vector potential along $z$. The screw leaves it unchanged, but complex conjugation reverses $p_z$. At $\mathbf q=(\tfrac14,0,\tfrac13)$ the space-group map and the reality relation \eqref{eq:real} still hold to rounding. The transpose relation \eqref{eq:tr} fails by 0.27 of the largest element, and so does Hermiticity.

The two failures agree for a reason. By \eqref{eq:real} the matrix at $-\mathbf q$ is $\chi^*$ with relabelled rows and columns, so the first failure measures $\chi^T-\chi^*$. The second measures $\chi^\dagger-\chi$, which is its complex conjugate.

We have established how space-group operations, reality on the imaginary frequency axis and time reversal relate the finished matrix $\chi(\mathbf q)$ to those at $S\mathbf q$ and $-\mathbf q$. It remains to apply these symmetries to the separate terms of the sum over $\mathbf k$, and to the correlation energy.
